# Choosing acoustic, rotational and stress constraints for two-dimensional phonons: verification in Python

```python
"""
Result under test: the least-squares projection x* = x - pinv(K) K x of
harmonic force constants onto translational, Born-Huang rotational and Huang
zero-stress conditions makes the flexural branch of a free sheet quadratic.
Translation plus Born-Huang alone leaves a term of order q^2 in omega^2.

phi[p,a,b]: force constant of pair p (eV/angstrom^2), directions a,b
d[p]: vector from first to second atom of pair p (angstrom)
K: matrix of linear conditions; q: wavevector (1/angstrom)
A[a,b,c,e]: sum over pairs of phi[a,b] d[c] d[e] (eV)
The sheet is a buckled honeycomb of silicon atoms with model springs.
"""
import numpy as np
from mpmath import mp, mpf
from scipy import constants as const
from scipy.optimize import brentq, least_squares
from scipy.sparse.linalg import lsqr
from pyscf.data.elements import MASSES

mp.dps = 40
ROOT3 = 3 ** 0.5
LATTICE, BUCKLING = 3.9, 0.45
K_BOND, K_ANGLE, K_HEIGHT = 8.0, 1.5, 1.5
CUTOFF, NOISE_RMS = 8.0, 1e-3
MASS = float(MASSES[14])
AREA = LATTICE ** 2 * ROOT3 / 2
TO_MEV = (1e3 * const.hbar / const.e
          * np.sqrt(const.e / (const.atomic_mass * 1e-20)))


def dot(u, v):
    return u[0] * v[0] + u[1] * v[1] + u[2] * v[2]


def cross(u, v):
    return [u[1] * v[2] - u[2] * v[1], u[2] * v[0] - u[0] * v[2],
            u[0] * v[1] - u[1] * v[0]]


def bond_vectors(a, h, site):
    """Three bonds from an atom of sublattice 0 (upper) or 1 (lower)."""
    s = 1 if site == 0 else -1
    return [[0 * a, s * a / ROOT3, -s * h],
            [-s * a / 2, -s * a / (2 * ROOT3), -s * h],
            [s * a / 2, -s * a / (2 * ROOT3), -s * h]]


REF = bond_vectors(LATTICE, BUCKLING, 0)
BOND0 = dot(REF[0], REF[0]) ** 0.5
COS0 = dot(REF[0], REF[1]) / BOND0 ** 2


def site_residuals(b):
    """Site energy is half the sum of squares; bonds are shared by two sites."""
    length = [dot(v, v) ** 0.5 for v in b]
    out = [(K_BOND / 2) ** 0.5 * (r - BOND0) for r in length]
    for i, j in ((0, 1), (1, 2), (2, 0)):
        cosine = dot(b[i], b[j]) / (length[i] * length[j])
        out.append(K_ANGLE ** 0.5 * (cosine - COS0))
    n1, n2, n3 = cross(b[0], b[1]), cross(b[1], b[2]), cross(b[2], b[0])
    normal = [n1[i] + n2[i] + n3[i] for i in range(3)]
    height = abs(dot(b[0], normal)) / dot(normal, normal) ** 0.5
    out.append(K_HEIGHT ** 0.5 * (height - BUCKLING))
    return out


def site_energy(b):
    return sum(r * r for r in site_residuals(b)) / 2


def cell_energy(a, h):
    return sum(site_energy(bond_vectors(a, h, s)) for s in (0, 1))


def slope(function, x):
    step = mpf(10) ** -10
    x = mpf(x)
    return float((function(x + step) - function(x - step)) / (2 * step))


def site_hessian(b):
    """Second differences in 40-digit arithmetic, nine bond components."""
    x0 = [mpf(c) for v in b for c in v]
    step = mpf(10) ** -10

    def energy(i, si, j, sj):
        x = list(x0)
        x[i] += si * step
        x[j] += sj * step
        return site_energy([x[0:3], x[3:6], x[6:9]])

    hess = np.zeros((9, 9))
    for i in range(9):
        for j in range(i, 9):
            val = (energy(i, 1, j, 1) - energy(i, 1, j, -1)
                   - energy(i, -1, j, 1) + energy(i, -1, j, -1))
            hess[i, j] = hess[j, i] = float(val / (4 * step ** 2))
    return hess


def separation(label, a, h):
    k, l, n1, n2 = label
    return np.array([a * (n1 + n2 / 2),
                     a * (ROOT3 / 2 * n2 + (l - k) / ROOT3), -h * (l - k)])


labels = [(k, l, m, n) for k in (0, 1) for l in (0, 1)
          for m in range(-5, 6) for n in range(-5, 6)
          if np.hypot(*separation((k, l, m, n), LATTICE, 0)[:2]) < CUTOFF]
index = {label: p for p, label in enumerate(labels)}
first = np.array([label[0] for label in labels])
second = np.array([label[1] for label in labels])
partner = np.array([index[(l, k, -m, -n)] for k, l, m, n in labels])
NPAIR = len(labels)


def all_separations(a, h):
    return np.array([separation(label, a, h) for label in labels])


def force_constants(a, h):
    phi = np.zeros((NPAIR, 3, 3))
    chain = np.kron(np.array([[-1, 1, 0, 0], [-1, 0, 1, 0], [-1, 0, 0, 1]]),
                    np.eye(3))
    clusters = ([(0, 0, 0), (1, 0, 0), (1, 0, -1), (1, 1, -1)],
                [(1, 0, 0), (0, 0, 0), (0, 0, 1), (0, -1, 1)])
    for site, atoms in enumerate(clusters):
        hess = chain.T @ site_hessian(bond_vectors(a, h, site)) @ chain
        for i, (k, m, n) in enumerate(atoms):
            for j, (l, mm, nn) in enumerate(atoms):
                p = index[(k, l, mm - m, nn - n)]
                phi[p] += hess[3*i:3*i+3, 3*j:3*j+3]
    return phi


def constraint_rows(d):
    """Normalised rows of K, grouped by kind of condition."""
    groups = {"index": [], "trans": [], "rot": [], "huang": []}

    def add(kind, row):
        groups[kind].append(row.ravel() / np.linalg.norm(row))

    for p in range(NPAIR):
        for a in range(3):
            for b in range(3):
                if p < partner[p] or (p == partner[p] and a < b):
                    row = np.zeros((NPAIR, 3, 3))
                    row[p, a, b] += 1
                    row[partner[p], b, a] -= 1
                    add("index", row)
    for k in (0, 1):
        mine = first == k
        for a in range(3):
            for b in range(3):
                row = np.zeros((NPAIR, 3, 3))
                row[mine, a, b] = 1
                add("trans", row)
            for b, c in ((0, 1), (0, 2), (1, 2)):
                row = np.zeros((NPAIR, 3, 3))
                row[mine, a, b] += d[mine, c]
                row[mine, a, c] -= d[mine, b]
                add("rot", row)
    sym = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
    for i in range(6):
        for j in range(i):
            (a, b), (c, e) = sym[i], sym[j]
            row = np.zeros((NPAIR, 3, 3))
            row[:, a, b] += d[:, c] * d[:, e]
            row[:, c, e] -= d[:, a] * d[:, b]
            add("huang", row)
    return {kind: np.array(rows) for kind, rows in groups.items()}


def project(phi, rows, kinds):
    """Nearest force constants that obey the chosen kinds of condition."""
    matrix = np.vstack([rows[kind] for kind in kinds])
    _, s, vt = np.linalg.svd(matrix, full_matrices=False)
    rank = int(np.sum(s > 1e-9 * s[0]))
    basis = vt[:rank]
    x = phi.ravel()
    for _ in range(2):  # second pass removes rounding residue
        x = x - basis.T @ (basis @ x)
    return x.reshape(phi.shape), rank, matrix


def bloch_matrix(phi, d, q):
    phase = np.exp(1j * (d[:, :2] @ q))
    c = np.zeros((6, 6), complex)
    for k in (0, 1):
        for l in (0, 1):
            use = (first == k) & (second == l)
            c[3*k:3*k+3, 3*l:3*l+3] = np.tensordot(phase[use], phi[use], 1)
    return (c + c.conj().T) / 2


def flexural(phi, d, q):
    """Eigenvalue mass*omega^2 and vector of the mode nearest uniform z."""
    val, vec = np.linalg.eigh(bloch_matrix(phi, d, q))
    best = np.argmax(abs(vec[2] + vec[5]))
    return val[best], vec[:, best]


def acoustic_matrix(phi, d, q):
    """Stiffness of uniform motion after the relative motion has relaxed."""
    c = bloch_matrix(phi, d, q)
    u = np.vstack([np.eye(3), np.eye(3)])
    w = np.vstack([np.eye(3), -np.eye(3)])
    return (u.T @ c @ u - u.T @ c @ w
            @ np.linalg.solve(w.T @ c @ w, w.T @ c @ u))


def huang_defect(phi, d, unit):
    moment = np.einsum("pab,pc,pe->abce", phi, d, d)
    swapped = np.einsum("gda,g,d->a", moment[:2, :2, :, 2], unit, unit)
    direct = np.einsum("agd,g,d->a", moment[:, 2, :2, :2], unit, unit)
    return (swapped - direct) / 2


def direction(angle):
    return np.array([np.cos(angle), np.sin(angle)])


def signed_mev(value):
    return np.sign(value) * TO_MEV * np.sqrt(abs(value) / MASS)


# Clean force constants and the conditions they should obey
d = all_separations(LATTICE, BUCKLING)
rows = constraint_rows(d)
clean = force_constants(LATTICE, BUCKLING)
for kind in rows:
    assert np.max(abs(rows[kind] @ clean.ravel())) < 1e-11, kind

# Crystal symmetry: threefold axis, mirror and inversion
c3 = np.array([[-0.5, -ROOT3/2, 0], [ROOT3/2, -0.5, 0], [0, 0, 1]])
operations = []
for turn in range(3):
    for mirror in (1, -1):
        for inversion in (1, -1):
            s = (inversion * np.linalg.matrix_power(c3, turn)
                 @ np.diag([mirror, 1, 1]))
            target = []
            for p in range(NPAIR):
                k = first[p] if inversion == 1 else 1 - first[p]
                gap = np.linalg.norm(d - s @ d[p], axis=1) + 10 * (first != k)
                target.append(int(np.argmin(gap)))
                assert gap[target[-1]] < 1e-9
            operations.append((s, np.array(target)))


def symmetrize(phi):
    out = np.zeros_like(phi)
    for s, target in operations:
        out[target] += s @ phi @ s.T
    out /= len(operations)
    return (out + out[partner].transpose(0, 2, 1)) / 2


assert np.max(abs(symmetrize(clean) - clean)) < 1e-11
noise = symmetrize(np.random.default_rng(7).normal(size=clean.shape))
noise *= NOISE_RMS / np.sqrt(np.mean(noise ** 2))
raw = clean + noise

# Projections with different sets of conditions
trans, _, _ = project(raw, rows, ("index", "trans"))
no_huang, _, _ = project(raw, rows, ("index", "trans", "rot"))
no_rot, _, _ = project(raw, rows, ("index", "trans", "huang"))
full, rank, matrix = project(raw, rows, ("index", "trans", "rot", "huang"))
assert np.max(abs(matrix @ full.ravel())) < 1e-12
assert np.max(abs(symmetrize(full) - full)) < 1e-11
iterative = lsqr(matrix, matrix @ raw.ravel(), atol=1e-14, btol=1e-14,
                 conlim=0, iter_lim=5000)[0]
solver_gap = np.max(abs(iterative - (raw - full).ravel()))
assert solver_gap < 1e-8
change = np.linalg.norm(raw - full)
error_before = np.linalg.norm(raw - clean)
error_after = np.linalg.norm(full - clean)
assert abs(error_before**2 - change**2 - error_after**2) < 1e-10

# Long-wave coefficient left when the Huang conditions are omitted
q_small, unit = 1e-3, direction(0.4)
column = acoustic_matrix(no_huang, d, q_small * unit)[:, 2].real / q_small**2
predicted = huang_defect(no_huang, d, unit)
assert np.max(abs(column - predicted)) < 1e-4
coefficient = {}
for name, phi in (("translation", trans), ("translation+rotation", no_huang),
                  ("translation+Huang", no_rot), ("all conditions", full)):
    e = acoustic_matrix(phi, d, q_small * unit)
    coefficient[name] = e[2, 2].real / q_small**2
assert abs(coefficient["translation+rotation"]) > 1e-3
assert abs(coefficient["translation+Huang"]) > 1e-4
assert abs(coefficient["all conditions"]) < 5e-5


def exponent(phi, q, angle):
    low = flexural(phi, d, q * direction(angle))[0]
    high = flexural(phi, d, 2 * q * direction(angle))[0]
    return np.log(abs(high / low)) / (2 * np.log(2))


exponents = [exponent(full, 0.01, angle) for angle in (0, 0.3, 1.0)]
exponent_partial = exponent(no_huang, 1e-3, 0.4)
assert max(abs(np.array(exponents) - 2)) < 0.01
assert abs(exponent_partial - 1) < 0.01

# Tilt of the layer in the flexural mode
q_tilt = 0.002
mode = flexural(full, d, np.array([q_tilt, 0]))[1]
tilt = ((mode[0] - mode[3]) / mode[2]).imag / q_tilt
assert abs(tilt + BUCKLING) < 1e-3


def rigidity(phi):
    value = flexural(phi, d, np.array([0.01, 0]))[0]
    assert value > 0
    return 2 * value / (AREA * 0.01**4)


kappa, kappa_full = rigidity(clean), rigidity(full)

# Stability of the projected set away from the zone centre
b1 = 2 * np.pi / LATTICE * np.array([1, -1 / ROOT3])
b2 = 2 * np.pi / LATTICE * np.array([0, 2 / ROOT3])
lowest = min(np.linalg.eigvalsh(bloch_matrix(full, d, (i*b1 + j*b2)/16))[0]
             for i in range(16) for j in range(16) if i + j > 0)
assert lowest > 0

# Bending rigidity from the energy of a relaxed rolled tube
N_TUBE = 100
radius = N_TUBE * LATTICE / (2 * np.pi)


def tube_residuals(par):
    r_site, stretch, shift = par[:2], par[2], par[3]

    def place(x, y, site):
        angle = x / radius
        return np.array([r_site[site] * np.sin(angle),
                         y * stretch + site * shift,
                         r_site[site] * np.cos(angle)])

    out = []
    for site in (0, 1):
        y0 = site * LATTICE / ROOT3
        centre = place(0, y0, site)
        b = [place(v[0], y0 + v[1], 1 - site) - centre
             for v in bond_vectors(LATTICE, BUCKLING, site)]
        out += site_residuals(b)
    return np.array(out, float)


tube = least_squares(tube_residuals,
                     [radius + BUCKLING/2, radius - BUCKLING/2, 1, 0],
                     jac="3-point", x_scale="jac",
                     ftol=1e-15, xtol=1e-15, gtol=1e-15)
kappa_tube = 2 * tube.cost * radius**2 / AREA
assert abs(kappa_tube / kappa - 1) < 0.01

# Elastic constants and a sheet under real tension
elastic = np.linalg.eigvalsh(
    acoustic_matrix(clean, d, np.array([1e-3, 0]))[:2, :2]) / (AREA * 1e-6)
c66, c11 = elastic
young = 4 * c66 * (c11 - c66) / c11
STRAIN = 1e-3
a_str = LATTICE * (1 + STRAIN)
h_str = brentq(lambda h: slope(lambda y: cell_energy(mpf(a_str), y), h),
               0.35, 0.55, xtol=1e-15, rtol=1e-15)
tension_area = a_str * slope(lambda x: cell_energy(x, mpf(h_str)), a_str) / 2
tension = tension_area / (a_str**2 * ROOT3 / 2)
assert abs(tension / (2 * (c11 - c66) * STRAIN) - 1) < 0.03
d_str = all_separations(a_str, h_str)
stretched = force_constants(a_str, h_str)
coef_str = acoustic_matrix(stretched, d_str, q_small*unit)[2, 2].real/q_small**2
assert abs(coef_str / tension_area - 1) < 1e-3
assert abs(huang_defect(stretched, d_str, unit)[2] / tension_area - 1) < 1e-6
erased, _, _ = project(stretched, constraint_rows(d_str),
                       ("index", "trans", "rot", "huang"))
coef_erased = acoustic_matrix(erased, d_str, q_small*unit)[2, 2].real/q_small**2
assert abs(coef_erased) < 1e-3 * tension_area

# One-loop thermal stiffening: integral against its closed value
n_grid = 800
t = ((np.arange(n_grid) + 0.5) / n_grid)[:, None]
theta = ((np.arange(n_grid) + 0.5) * np.pi / n_grid)[None, :]
k = t / (1 - t)
integrand = (np.sin(theta)**4 * k / (1 + k*k + 2*k*np.cos(theta))**2
             / (1 - t)**2)
loop = 2 * np.sum(integrand) * np.pi / n_grid**2 / (2 * np.pi)**2
assert abs(loop / (3 / (16 * np.pi)) - 1) < 2e-3
TEMPERATURE = 300.0
thermal = const.k * TEMPERATURE / const.e
q_thermal = np.sqrt(3 * thermal * young / (16 * np.pi * kappa**2))
q_tension = np.sqrt(tension / kappa)

# Substrate spring on every atom, and limit of the quadratic law
SPRING = 0.05
supported = clean.copy()
for site in (0, 1):
    supported[index[(site, site, 0, 0)], 2, 2] += SPRING
gap_substrate = signed_mev(flexural(supported, d, np.zeros(2))[0])
q_large = 0.2
ratio_large = np.sqrt(2 * flexural(clean, d, np.array([q_large, 0]))[0]
                      / (AREA * kappa * q_large**4))

print(f"lattice constant {LATTICE} A, buckling {BUCKLING} A")
print(f"bond length {BOND0:.4f} A, cell area {AREA:.3f} A^2")
print(f"bond spring {K_BOND} eV/A^2, angle constant {K_ANGLE} eV")
print(f"height spring {K_HEIGHT} eV/A^2, atomic mass {MASS:.3f} u")
print(f"pair cutoff {CUTOFF} A, pairs per cell {NPAIR}")
print(f"force-constant entries {clean.size}")
for kind in rows:
    print(f"conditions, {kind}: {len(rows[kind])}")
print(f"independent conditions {rank}")
print(f"rms error added {1e3*NOISE_RMS:.2f} meV/A^2")
print(f"norm of error before projection {error_before:.5f} eV/A^2")
print(f"norm of correction {change:.5f} eV/A^2")
print(f"norm of error after projection {error_after:.5f} eV/A^2")
print(f"largest single correction {1e3*np.max(abs(raw-full)):.3f} meV/A^2")
print(f"difference from iterative solver {solver_gap:.1e} eV/A^2")
print("negative energies below denote imaginary frequencies")
print(f"raw ZA energy at q=0: {signed_mev(flexural(raw,d,np.zeros(2))[0]):.4f} meV")
for name, phi in (("clean", clean), ("raw", raw), ("translation", trans),
                  ("translation+rotation", no_huang), ("all conditions", full)):
    value = signed_mev(flexural(phi, d, np.array([0.05, 0]))[0])
    print(f"ZA energy at q=0.05/A, {name}: {value:.4f} meV")
for name, value in coefficient.items():
    print(f"q^2 coefficient, {name}: {value:.6f} eV")
print(f"q^2 coefficient predicted without Huang: {predicted[2]:.6f} eV")
print(f"exponent of |omega| without Huang {exponent_partial:.4f}")
print("exponents, all conditions:", " ".join(f"{x:.4f}" for x in exponents))
print(f"tilt coefficient in projected mode {tilt:.4f} A")
print(f"lowest mass*omega^2 on 16x16 mesh {lowest:.5f} eV/A^2")
print(f"bending rigidity, clean {kappa:.4f} eV = {kappa*const.e:.3e} J")
print(f"bending rigidity, rolled tube {kappa_tube:.4f} eV")
print(f"bending rigidity, projected {kappa_full:.4f} eV")
print(f"rigidity error after projection {100*(kappa_full/kappa-1):.2f} %")
print(f"C11 {c11:.4f}, C66 {c66:.4f}, Young {young:.4f} eV/A^2")
print(f"biaxial strain {100*STRAIN:.2f} %, tension {tension:.6f} eV/A^2")
print(f"stretched q^2 coefficient: modes {coef_str:.6f} eV")
print(f"stretched q^2 coefficient: tension*area {tension_area:.6f} eV")
print(f"stretched q^2 coefficient after projection {coef_erased:.6f} eV")
print(f"tension dominates below q = {q_tension:.4f} /A")
print(f"thermal energy at {TEMPERATURE:.0f} K: {1e3*thermal:.2f} meV")
print(f"thermal ripples matter below q = {q_thermal:.4f} /A")
print(f"substrate spring {SPRING} eV/A^2 gives gap {gap_substrate:.3f} meV")
print(f"ZA energy / quadratic law at q={q_large}/A: {ratio_large:.4f}")
print("all tests passed")
```

Printed output:

```
lattice constant 3.9 A, buckling 0.45 A
bond length 2.2962 A, cell area 13.172 A^2
bond spring 8.0 eV/A^2, angle constant 1.5 eV
height spring 1.5 eV/A^2, atomic mass 28.085 u
pair cutoff 8.0 A, pairs per cell 62
force-constant entries 558
conditions, index: 276
conditions, trans: 18
conditions, rot: 18
conditions, huang: 15
independent conditions 318
rms error added 1.00 meV/A^2
norm of error before projection 0.02362 eV/A^2
norm of correction 0.01140 eV/A^2
norm of error after projection 0.02069 eV/A^2
largest single correction 0.934 meV/A^2
difference from iterative solver 3.6e-15 eV/A^2
negative energies below denote imaginary frequencies
raw ZA energy at q=0: -1.5423 meV
ZA energy at q=0.05/A, clean: 0.0538 meV
ZA energy at q=0.05/A, raw: -1.5213 meV
ZA energy at q=0.05/A, translation: 0.1248 meV
ZA energy at q=0.05/A, translation+rotation: 0.1361 meV
ZA energy at q=0.05/A, all conditions: 0.0524 meV
q^2 coefficient, translation: 0.069652 eV
q^2 coefficient, translation+rotation: 0.085736 eV
q^2 coefficient, translation+Huang: -0.016185 eV
q^2 coefficient, all conditions: 0.000006 eV
q^2 coefficient predicted without Huang: 0.085730 eV
exponent of |omega| without Huang 1.0001
exponents, all conditions: 1.9998 1.9999 1.9998
tilt coefficient in projected mode -0.4500 A
lowest mass*omega^2 on 16x16 mesh 0.00054 eV/A^2
bending rigidity, clean 0.4738 eV = 7.591e-20 J
bending rigidity, rolled tube 0.4738 eV
bending rigidity, projected 0.4498 eV
rigidity error after projection -5.07 %
C11 2.4051, C66 0.6191, Young 1.8390 eV/A^2
biaxial strain 0.10 %, tension 0.003574 eV/A^2
stretched q^2 coefficient: modes 0.047181 eV
stretched q^2 coefficient: tension*area 0.047175 eV
stretched q^2 coefficient after projection 0.000006 eV
tension dominates below q = 0.0869 /A
thermal energy at 300 K: 25.85 meV
thermal ripples matter below q = 0.1124 /A
substrate spring 0.05 eV/A^2 gives gap 2.728 meV
ZA energy / quadratic law at q=0.2/A: 0.9827
all tests passed
```
